# Excess kurtosis of a boron marker under Poisson kick-out diffusion

## Result and conditions

A thin boron marker in silicon spreads by kick-out events. In each event a silicon self-interstitial makes a substitutional boron atom mobile; the atom migrates and becomes substitutional again. If the events of an atom form a Poisson process of mean number $N$, and each displaces it in depth by an independent amount $x$ with density

$$f(x)=\frac{1}{2\lambda}e^{-|x|/\lambda},\qquad(1)$$

then an initially delta-like marker has

$$\sigma^2=2N\lambda^2,\qquad \gamma\equiv\frac{\mu_4}{\mu_2^2}-3=\frac{6}{N}.\qquad(2)$$

Here $\mu_j$ are central moments of the depth profile and $\sigma^2=\mu_2$. The event rate $g(t)$ may vary in time, with $N=\int g\,dt$ over the anneal. Within these assumptions (2) holds for every $N>0$.

Five conditions matter in use. The average includes the atoms that never moved. The flight length is constant during the anneal. The rate is the same for all atoms and depths. The flight time is short compared with $1/g$. The surface is far away.

## Origin of the step law

Let mobile boron have diffusivity $D_m$ and be recaptured at rate $r$. For one atom released at $x=0$, the mobile density $m(x,t)$ obeys

$$\partial_t m=D_m\,\partial_x^2m-rm,\qquad m(x,0)=\delta(x).$$

The density of capture positions is $f(x)=r\int_0^\infty m\,dt$. Integrating the equation over time gives $-\delta(x)$ on the left, because $m$ vanishes at late times. On the right stands $(D_m/r)f''-f$. Hence

$$f-\lambda^2f''=\delta(x),\qquad \lambda^2=D_m/r.\qquad(3)$$

Away from the origin the bounded solution is $f=Ae^{-|x|/\lambda}$. Integrating (3) across the origin gives $-\lambda^2[f'(0^+)-f'(0^-)]=1$. The bracket equals $-2A/\lambda$, so $A=1/(2\lambda)$, which is (1). The one-dimensional equation suffices for a planar marker: integrating the three-dimensional equation over the lateral coordinates removes the lateral derivatives and leaves (3).

With the convention $\hat f(k)=\int f(x)e^{ikx}dx$, equation (3) becomes

$$\hat f(k)=\frac{1}{1+\lambda^2k^2}=1-\lambda^2k^2+\lambda^4k^4-\dots$$

Comparison with $\hat f=1-\langle x^2\rangle k^2/2+\langle x^4\rangle k^4/24-\dots$ gives

$$\langle x^2\rangle=2\lambda^2,\qquad \langle x^4\rangle=24\lambda^4.\qquad(4)$$

## From events to the profile

Let $p(x,t)$ be the profile divided by the dose. Events remove atoms from $x$ at rate $g\,p$ and return them with displacement density $f$:

$$\partial_t p=g(t)\left[\int f(x-x')\,p(x',t)\,dx'-p(x,t)\right].$$

A convolution transforms into a product, so $\partial_t\hat p=g(t)(\hat f-1)\hat p$. Since $\hat p(k,0)=1$,

$$\ln\hat p=N(\hat f-1)=-\frac{N\lambda^2k^2}{1+\lambda^2k^2}
=-N\lambda^2k^2+N\lambda^4k^4-\dots\qquad(5)$$

The time course of $g$ enters through $N$ alone. The cumulants are defined by $\ln\hat p=\sum_j\kappa_j(ik)^j/j!$. Odd ones vanish by symmetry, and the first even terms are $-\kappa_2k^2/2+\kappa_4k^4/24$. Therefore

$$\kappa_2=2N\lambda^2,\qquad\kappa_4=24N\lambda^4.$$

Because $\kappa_2=\mu_2$ and $\kappa_4=\mu_4-3\mu_2^2$, the excess kurtosis is

$$\gamma=\frac{\kappa_4}{\kappa_2^2}=\frac{24N\lambda^4}{4N^2\lambda^4}=\frac6N.$$

Defining $D(t)=g(t)\lambda^2$ turns the variance into $2\int D\,dt$. The variance thus fixes the product $N\lambda^2$, and the kurtosis separates its factors:

$$\lambda^2=\frac{\kappa_4}{12\kappa_2},\qquad N=\frac{6\kappa_2^2}{\kappa_4}.\qquad(6)$$

If $\lambda$ changes during the anneal, the cumulants add over time: $\kappa_2=2\int g\lambda^2dt$ and $\kappa_4=24\int g\lambda^4dt$. The Cauchy–Schwarz inequality $(\int g\lambda^2dt)^2\le\int g\,dt\int g\lambda^4dt$ then gives $\gamma\ge6/N$, so (2) becomes a lower bound.

## Why the coefficient is six

Let an atom make $M$ events, with $M$ independent of the step lengths, of mean $n$ and variance $v$. For fixed $M$, the second moment of the total displacement $S$ is $2M\lambda^2$. In $S^4$, the terms with one step to the fourth power contribute $24M\lambda^4$. Each of the $M(M-1)/2$ pairs contributes six arrangements of two squared steps, each worth $(2\lambda^2)^2$. Thus

$$\langle S^4\rangle_M=24M\lambda^4+12M(M-1)\lambda^4=12\lambda^4(M+M^2).$$

Averaging over $M$ with $\langle M^2\rangle=v+n^2$ gives

$$\gamma=\frac{12(n+v+n^2)}{4n^2}-3=\frac{3(n+v)}{n^2}.\qquad(7)$$

A fixed count has $v=0$ and gives $3/n$; quadrature for one, two and five events returned 3.0000, 1.5000 and 0.6000. A Poisson count has $v=n$ and gives $6/n$. Half of the kurtosis therefore comes from the shape of the steps and half from the spread in their number.

If $N$ differs between lateral regions or fixed groups of atoms, but does not depend on depth, the count variance is $\langle N\rangle+\mathrm{Var}(N)$, and (7) becomes

$$\gamma=\frac{6}{\langle N\rangle}+\frac{3\,\mathrm{Var}(N)}{\langle N\rangle^2}.\qquad(8)$$

The second term does not fall with annealing time if the relative spread stays fixed. A kurtosis that levels off at large spreading can therefore signal nonuniformity.

## Full profile and limiting cases

Expanding $e^{N\hat f}$ in (5) gives

$$p(x)=e^{-N}\delta(x)+\sum_{n\ge1}e^{-N}\frac{N^n}{n!}f_n(x),\qquad \hat f_n=\frac{1}{(1+\lambda^2k^2)^n}.$$

To invert $\hat f_n$, write it as an average of Gaussians:

$$\hat f_n=\frac{1}{\Gamma(n)}\int_0^\infty u^{n-1}e^{-u}e^{-u\lambda^2k^2}du.$$

The inverse transform of $e^{-u\lambda^2k^2}$ is $(4\pi\lambda^2u)^{-1/2}e^{-x^2/(4\lambda^2u)}$. With $z=|x|/\lambda$ and the integral $\int_0^\infty u^{\nu-1}e^{-u-z^2/(4u)}du=2(z/2)^\nu K_\nu(z)$ at $\nu=n-\tfrac12$,

$$f_n(x)=\frac{z^{\,n-1/2}K_{n-1/2}(z)}{\sqrt\pi\,\Gamma(n)\,2^{\,n-1/2}\lambda},\qquad(9)$$

where $K_\nu$ is the modified Bessel function of the second kind.

For large $N$ the excess kurtosis vanishes, as for a Gaussian. For small $N$ it diverges because nearly all atoms remain in the spike while a few lie at distances of order $\lambda$.

Excluding the spike gives a different statistic. The spike contributes nothing to $\mu_2$ or $\mu_4$, so removing it divides both by $1-e^{-N}$, and

$$\gamma_{\rm moved}=\left(3+\frac6N\right)(1-e^{-N})-3.\qquad(10)$$

For small $N$, $1-e^{-N}\simeq N-N^2/2$, and $\gamma_{\rm moved}\to3$, the value for one step.

## Corrections for marker width and flight time

**Marker width.** An initial Gaussian of variance $\sigma_0^2$ adds $\sigma_0^2$ to $\kappa_2$ and nothing to $\kappa_4$:

$$\gamma=\frac{24N\lambda^4}{(2N\lambda^2+\sigma_0^2)^2}.\qquad(11)$$

In (6), $\kappa_2$ must then be replaced by $\kappa_2-\sigma_0^2$. A Gaussian depth resolution is treated the same way.

**Flight time.** For constant $g$, let $s$ and $m$ be the transformed substitutional and mobile populations, and set $u=\lambda^2k^2$, $\epsilon=g/r$:

$$\dot s=-gs+rm,\qquad \dot m=gs-r(1+u)m.$$

The decay exponents satisfy $\Lambda^2+[g+r(1+u)]\Lambda+gru=0$. The slow one is $\Lambda_1=-gru/[g+r(1+u)+\Lambda_1]$. Putting its leading value $-gu/(1+u)$ into the denominator gives, to first order in $\epsilon$,

$$\Lambda_1=-g\left[\frac{u}{1+u}-\frac{\epsilon u}{(1+u)^3}\right]
=-g\left[(1-\epsilon)u-(1-3\epsilon)u^2+\dots\right].$$

All atoms start substitutional, so $P=s+m$ has $P(0)=1$ and $\dot P(0)=-ru\,m(0)=0$. After the fast mode has decayed ($rt\gg1$), $P=e^{\Lambda_1t}/(1-\Lambda_1/\Lambda_2)$. With $\Lambda_2\simeq-r(1+u)$, the prefactor adds $\epsilon u/(1+u)^2=\epsilon(u-2u^2+\dots)$ to $\ln P$. For $N=gt$ this yields

$$\kappa_2=2\lambda^2[N-\epsilon(N+1)],\qquad
\kappa_4=24\lambda^4[N-\epsilon(3N+2)].$$

In the ratio, the relative change is $-\epsilon(3+2/N)+2\epsilon(1+1/N)=-\epsilon$, so

$$\gamma=\frac6N\left(1-\frac gr\right)+O(\epsilon^2).\qquad(12)$$

The terms from the initial transient cancel. At $N=2.203$ and $\epsilon=0.001$, the two-state moment equations gave a relative shift of $-9.990\times10^{-4}$.

## Worked example

The example represents boron in silicon during transient enhanced diffusion near 973 K. The flight length $\lambda=8$ nm and initial event rate $g_0=0.020\ \mathrm{s^{-1}}$ are rough values. The decay time $\tau=120$ s and anneal time 300 s are illustrative: where {311} defects supply the interstitials, the enhancement at this temperature can last much longer, an hour or more. Only the resulting $N$ enters (2). Here

$$N=g_0\tau(1-e^{-300/120})=2.40\times0.918=2.203.$$

The variance is $2(2.203)(8\ \mathrm{nm})^2=282\ \mathrm{nm^2}$, so $\sigma=16.8$ nm $=1.68\times10^{-6}$ cm. The excess kurtosis is $6/2.203=2.724$. The unmoved fraction is $e^{-2.203}=0.110$; without those atoms, (10) gives 2.09.

At 80 nm the density is $4.35\times10^{-5}\ \mathrm{nm^{-1}}$, against $2.80\times10^{-7}\ \mathrm{nm^{-1}}$ for a Gaussian of the same variance. The factor of 155 shows how poorly a variance-matched Gaussian describes this tail.

A simulation of one million atoms, using waiting times and the decaying rate, gave $2.744\pm0.033$ (one standard error). This agrees with $6/N$.

## Numerical implementation

Equation (3) can be solved at each time step with the source $g\,p$, avoiding an explicit convolution. A centred second difference on spacing $h$ replaces $k^2$ by $2(1-\cos kh)/h^2=k^2-h^2k^4/12+\dots$. Then

$$\hat f_h=1-\lambda^2k^2+\left(\lambda^4+\frac{\lambda^2h^2}{12}\right)k^4+\dots,
\qquad \gamma_h=\frac6N\left(1+\frac{h^2}{12\lambda^2}\right).$$

The variance is unaffected by this spatial discretization. For $h=1.0$ and 0.5 nm the computed kurtosis was 2.72711 and 2.72445, a shift of $-0.00266$. Extrapolation with the quadratic error gives 2.72356, in agreement with (2).

## What changes the measured value

Consider a marker of dose $3\times10^{11}\ \mathrm{cm^{-2}}$ with $\sigma_0=3$ nm, including depth resolution. Equation (11) lowers $\gamma$ from 2.72 to 2.56. Subtracting $\sigma_0^2$ before using (6) recovers $N=2.20$ and $\lambda=8.00$ nm from the complete profile.

The detection floor can matter more: at the two higher floors below, it lowers $\gamma$ by more than the marker width does. The table gives the results of discarding all points below the floor in this noise-free profile and applying (6) without a width correction. Refining the depth grid below 0.5 nm lowers these values of $\gamma$ by up to 0.002.

| Floor (cm⁻³) | Dose lost | $\gamma$ | Inferred $N$ | Inferred $\lambda$ (nm) |
|---|---|---|---|---|
| $5\times10^{14}$ | 0.36% | 1.53 | 3.92 | 5.87 |
| $5\times10^{13}$ | 0.035% | 2.22 | 2.70 | 7.30 |
| $5\times10^{12}$ | 0.0034% | 2.48 | 2.42 | 7.74 |

At the highest floor, losing 0.36% of the dose lowers the kurtosis by 40% relative to 2.56. The fourth moment gives great weight to the few distant atoms. For a measured profile it is therefore safer to fit the full Poisson sum for $p(x)$, with $f_n$ from (9) and the unmoved spike included, broadened by the marker and depth resolution, over the detected range than to evaluate a truncated fourth moment. The assumed broadening matters: overestimating it lowers the fitted $N$.

The other effects were changed one at a time:

- **Depth gradient.** For $g\propto e^{-x/L}$ with $L=300$ nm, $\gamma$ rises by 0.027, about 1%. Reversing the sign of $L$ mirrors the profile and leaves its kurtosis unchanged, so the leading correction is expected to scale as $1/L^2$. The shift of 0.0066 at 600 nm agrees with this.
- **Lateral spread.** A relative standard deviation of 20% in $N$ adds $3(0.20)^2=0.12$, giving 2.84.
- **Hole density.** Suppose that the event rate is proportional to the hole density $p_h$. Local neutrality, $p_h=C+n_i^2/p_h$, gives $p_h/n_i=C/(2n_i)+\sqrt{1+C^2/(4n_i^2)}$, where $C$ is the boron concentration. Here all of $\sigma_0$ is taken as real marker width; any part due to depth resolution would make the true peak higher. For the resulting initial peak of $4.0\times10^{17}\ \mathrm{cm^{-3}}$ and a rough $n_i=10^{18}\ \mathrm{cm^{-3}}$, the factor is 1.22. The mean count rises to 2.34 and $\gamma$ falls from 2.56 to about 2.3. Inserting 2.34 in (11) would give about 2.42: the rate now depends on position, so a change of $N$ alone does not describe the profile. The Debye length, 5.2 nm, exceeds the marker width, so local neutrality overstates the initial hole peak and its effect on the profile. A linearized Poisson estimate lowers the initial factor to about 1.10 and gives a mean count of about 2.30 and $\gamma\approx2.37$.
- **Small effects.** A deliberately low mobile diffusivity of $10^{-8}\ \mathrm{cm^2/s}$ gives $r=1.56\times10^4\ \mathrm{s^{-1}}$ and $g_0/r=1.3\times10^{-6}$. For a surface 200 nm away, the part of the unbounded profile beyond it carries $1.3\times10^{-5}$ of the fourth moment. This measures only the boron that reaches the surface. A surface that absorbs interstitials also makes the event rate vary with depth: a rate falling linearly to zero at that surface, $g\propto1+x/(200\ \mathrm{nm})$, raises $\gamma$ by about 0.02. A rough equilibrium diffusivity of $10^{-18}\ \mathrm{cm^2/s}$ adds $4.7\times10^{-4}$ events at the same $\lambda$.

## Relation to real markers and devices

A flight length of several nanometres is a reasonable rough scale for this regime. The initial diffusivity, $g_0\lambda^2=1.28\times10^{-14}\ \mathrm{cm^2/s}$, is about $10^4$ times the rough equilibrium value, which represents strong enhancement. The dose is low, chosen to keep the boron peak below $n_i$. Doped device regions often exceed that concentration. If the event rate follows the hole density and the doping varies over the depth of the profile, a uniform rate is then a poor assumption: between undoped silicon and boron at $C=n_i$, the neutral hole factor rises from 1 to 1.62. A uniform background doping well above both $n_i$ and the marker concentration instead changes the rate by nearly the same factor everywhere. Boron clustering is also omitted. If 10% of the atoms were immobile throughout and the rest kept $N=2.203$, then $\langle N\rangle=1.983$ and the relative variance of $N$ would be $0.1/0.9$. Equation (8) would give $3.03+0.33=3.36$, or 23% above the ideal value. Reading $6/\gamma$ as the mean event count therefore requires a narrow, dilute, unclustered marker, a uniform event rate, a constant flight length, and a measured tail that reaches far enough to determine the fourth moment. The numerical output below lists the program's results.

## Numbers as computed

```
Flight length lam: 8.0 nm
Initial event rate: 0.020 1/s; decay time: 120 s
Anneal: 300 s at 973 K
Initial diffusivity g0 lam^2: 1.280e-14 cm^2/s
Mean number of events N: 2.2030
Unmoved fraction exp(-N): 0.1105
Variance 2 N lam^2: 281.98 nm^2
Standard deviation: 16.79 nm
Excess kurtosis 6/N: 2.7236
Grid kurtosis, h = 1.0 nm: 2.72711
Grid kurtosis, h = 0.5 nm: 2.72445
Shift on halving h: -0.00266
Grid kurtosis, extrapolated: 2.72356
Simulated mean count: 2.2019
Simulated kurtosis: 2.744 +- 0.033
Kurtosis, moved atoms only: 2.0913
Kurtosis, exactly 1 event(s): 3.0000
Kurtosis, exactly 2 event(s): 1.5000
Kurtosis, exactly 5 event(s): 0.6000
Density at 80 nm: 4.346e-05 1/nm
Gaussian of same variance at 80 nm: 2.801e-07 1/nm
Ratio at 80 nm: 155.1
Marker width: 3.0 nm; dose: 3.0e+11 cm^-2
Kurtosis with marker width: 2.5577
Width-corrected N: 2.2023; lam: 8.001 nm
Floor 5e+14 cm^-3: edge 65.5 nm, lost 3.6e-03
  variance 270.4 nm^2, kurtosis 1.530
  naive N 3.92, naive lam 5.87 nm
Floor 5e+13 cm^-3: edge 90.5 nm, lost 3.5e-04
  variance 287.5 nm^2, kurtosis 2.226
  naive N 2.70, naive lam 7.30 nm
Floor 5e+12 cm^-3: edge 114.5 nm, lost 3.4e-05
  variance 290.5 nm^2, kurtosis 2.476
  naive N 2.42, naive lam 7.74 nm
Kurtosis shift, gradient L = 300 nm: +0.02658
Kurtosis shift, gradient L = 600 nm: +0.00660
Lateral spread of N: 20 %
Kurtosis with lateral spread: 2.8436
Initial peak: 3.99e+17 cm^-3; n_i: 1e+18 cm^-3
Hole factor at initial peak: 1.219
Debye length: 5.21 nm
With hole factor: N 2.3419, kurtosis 2.3052
Relative shift, two-state, g/r = 0.001: -9.990e-04
Mobile diffusivity: 1e-08 cm^2/s
Capture rate r: 1.562e+04 1/s
Example g0/r: 1.28e-06
Marker depth: 200 nm
Fourth-moment share beyond surface: 1.30e-05
Equilibrium diffusivity: 1e-18 cm^2/s
Events added by equilibrium diffusion: 4.69e-04
```
